\section*{Why the ALDA kernel head cannot bind excitons in solids}

\section*{Where the finite kernel enters}

\textbf{Q.} The adiabatic local density approximation (ALDA) has an attractive exchange-correlation kernel. An electron and a hole that attract each other should form a bound state below the gap. So I expect time-dependent density-functional theory with ALDA to give excitons in solids. What is wrong with that?

\textbf{A.} An attractive kernel need not be effective. It acts on densities, and the density response of an insulator to a long-wavelength field carries powers of the wavevector $q$. We have to follow those powers.

Take a cubic insulator with fixed Kohn--Sham bands, a local crystal potential, one filled band and a real frequency $\omega$ below the direct gap. I use atomic units in the algebra and take $\mathbf q$ along $x$. Let $\bar v$ be the Coulomb interaction $4\pi/|\mathbf q+\mathbf G|^2$ with its $\mathbf G=0$ element removed, and let $f$ be a static exchange-correlation kernel. Define
\begin{equation}
\bar X=\chi^0+\chi^0(\bar v+f)\bar X .
\label{dyson}
\end{equation}
Restoring the missing Coulomb element $v_0=4\pi/q^2$ gives the full response $\chi_{00}=\bar X_{00}/(1-v_0\bar X_{00})$. The macroscopic dielectric function is therefore
\begin{equation}
\epsilon_M=\frac{1}{1+v_0\chi_{00}}
=1-\frac{4\pi}{q^2}\bar X_{00}.
\label{epsm}
\end{equation}
Optical absorption peaks are poles of $\epsilon_M$, hence of $\bar X_{00}$. A bound exciton is such a pole below the direct gap.

\textbf{Q.} And how does $\chi^0$ behave at small $q$?

\textbf{A.} Let $t$ label a transition from the filled band $v$ at $\mathbf k$ to an empty band $c$ at $\mathbf k+\mathbf q$, with energy $E_t>0$ and amplitude
$\rho_t(\mathbf G)=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k+\mathbf q\rangle$. Time reversal gives the antiresonant term the same amplitude product. Since
\begin{equation}
\frac{1}{\omega-E_t}-\frac{1}{\omega+E_t}=\frac{2E_t}{\omega^2-E_t^2},
\end{equation}
and spin supplies another factor 2,
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}=\frac{4}{VN_k}\sum_t
\frac{E_t\,\rho_t(\mathbf G)\rho_t^*(\mathbf G')}{\omega^2-E_t^2},
\label{chi0}
\end{equation}
where $V$ is the cell volume and $N_k$ the number of $\mathbf k$ points.

For $\mathbf G=0$ the amplitude is the overlap of the periodic parts, $\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle$. It vanishes at $q=0$ by orthogonality. At finite $q$ the Hamiltonian for the periodic parts changes by $q(p_x+k_x)+q^2/2$. First-order perturbation theory mixes $u_v$ into $u_c$, and the constant $k_x$ drops out by orthogonality:
\begin{equation}
\rho_t(0)=q\,\frac{p_{vc}}{E_c-E_v}+O(q^2),
\end{equation}
where $p_{vc}$ is the $x$ component of the momentum matrix element. For $\mathbf G\neq0$ the amplitude is in general finite. Insertion into \eqref{chi0} gives
\begin{equation}
\chi^0_{00}=-q^2\frac{4}{VN_k}\sum_t
\frac{|p_{vc}|^2}{E_t(E_t^2-\omega^2)}+O(q^3).
\end{equation}
The head $\chi^0_{00}$ is of order $q^2$, the wings $\chi^0_{0\mathbf G}$ are of order $q$, and the body is finite. Physically, a uniform field polarizes the cells, and a nearly uniform polarization $P$ carries only the small charge density $-\nabla\cdot P$.

\textbf{Q.} Equation \eqref{epsm} divides by $q^2$. Could that restore the effect of the ALDA kernel?

\textbf{A.} It restores part of it. Put the powers into a diagonal matrix $Q$ with entry $q$ for $\mathbf G=0$ and 1 for every other $\mathbf G$. Then $\chi^0=QcQ$ with $c$ finite. Write $\bar X=QxQ$ and insert both into \eqref{dyson}:
\begin{equation}
QxQ=QcQ+QcQ(\bar v+f)QxQ .
\end{equation}
Removing the outer factors leaves
\begin{equation}
x=c+c\,[Q(\bar v+f)Q]\,x,\qquad \epsilon_M=1-4\pi x_{00}.
\label{scaled}
\end{equation}
The kernel that acts in the optical limit is $QfQ$, with elements
\begin{equation}
q^2f_{00},\qquad q\,f_{0\mathbf G},\qquad f_{\mathbf G\mathbf G'} .
\end{equation}
The ALDA kernel is $\delta(\mathbf r-\mathbf r')\,dv_{xc}/dn$, so its elements are Fourier coefficients of a periodic function at $\mathbf G-\mathbf G'$. They do not depend on $q$. Its head is the cell average of $dv_{xc}/dn$, which is finite when the density is positive everywhere. As $q\to0$ the ALDA head and wings vanish from \eqref{scaled}, while the body stays. This holds without expanding in $f$, provided $\omega$ is not at a pole of $x$.

\section*{What survives, and whether it binds}

\textbf{Q.} Then is it correct that only a kernel diverging as $-\alpha/q^2$ changes the optical limit?

\textbf{A.} That is correct for the head, if the change is to be finite and to depend on the strength of the kernel. A head $-\alpha/q^2$ becomes $-\alpha$ in $QfQ$. A head $-\beta/q$ becomes $-\beta q$ and disappears. For the other elements the statement is too strong. Wings that diverge as $1/q$ can also contribute, and so can a finite body, which acts through local fields: the external field induces density variations inside the cell, the body acts on them, and they feed back on the macroscopic polarization. A body that acts only on density variations the field does not induce has no effect.

\textbf{Q.} So the body of ALDA could bind an exciton after all?

\textbf{A.} The power counting does not forbid it. Whether it happens depends on strength, and there is a criterion. Set $K=\bar v+f$ and $M(\omega)=-\chi^0(\omega)$. Below the gap $M$ is positive definite, and by \eqref{chi0} it grows with $\omega$. A pole of $\bar X$ requires $1-\chi^0K=M(M^{-1}+K)$ to be singular.

The eigenvalues of $\chi^0K$ are those of $-M^{1/2}KM^{1/2}$. If the largest is below 1 at some $\omega_e$, then $M^{-1}+K$ is positive definite there. At lower frequency $M$ is smaller and $M^{-1}$ larger, so the sum remains positive definite. No bound state then lies at or below $\omega_e$.

\textbf{Q.} Please show me numbers.

\textbf{A.} Take a simple cubic lattice with constant 4 \AA. Each cell holds two electrons and an attractive Gaussian well of depth 30 eV and width 1 \AA. This is a model, and its potential is used as the Kohn--Sham potential without a self-consistency cycle. The smallest direct gap is 6.93 eV. The fundamental gap, 6.08 eV, is indirect and does not set the edge for vertical transitions.

The ALDA head is $-310.7$ eV\,\AA$^3$, which looks large. What matters is its product with $\chi^0_{00}$. At $q=0.01571$ \AA$^{-1}$,
\begin{equation}
(-310.7)\times(-7.867\times10^{-7})=2.44\times10^{-4}.
\end{equation}
At four times this $q$ the product is $3.90\times10^{-3}$, larger by a factor 16, as $q^2$ requires.

Now compare the effects on the static $\epsilon_M$. At the larger and the smaller $q$, respectively, the ALDA head and wings together change it by $-1.35\times10^{-3}$ and $-8.4\times10^{-5}$, again a factor 16. The ALDA body changes it by 0.182 and 0.181. These sizes belong to a response matrix of 27 $\mathbf G$ vectors; their convergence is discussed at the end.

\textbf{Q.} The wings enter as $q f_{0\mathbf G}$. Why is their effect not linear in $q$? And why is the sum negative when the kernel is attractive?

\textbf{A.} Time reversal gives $\chi^0_{\mathbf G\mathbf G'}(\mathbf q)=\chi^0_{-\mathbf G',-\mathbf G}(-\mathbf q)$. The kernel has the same symmetry, with or without its head and wings, and \eqref{dyson} passes it on to $\bar X$. For the element $00$ this means $\epsilon_M(q)=\epsilon_M(-q)$ in both cases. The two functions are smooth, even and equal at $q=0$, so their difference starts at $q^2$. Inversion symmetry is not needed for this.

As for the sign, adding a negative head to an otherwise complete kernel raises the static $\epsilon_M$ of a stable system; the scalar formula below shows this. The printed sum is negative, so the wings lower $\epsilon_M$ by more than the head raises it. Both contributions vanish in the limit.

\textbf{Q.} The body is clearly not negligible. Does it bind?

\textbf{A.} Not by 0.5 eV or more in this calculation. The body raises the static $\epsilon_M$ from 1.395 in the random-phase approximation (RPA, $f=0$, local fields included) to 1.576. At 6.43 eV, which is 0.5 eV below the direct gap, it raises $\epsilon_M$ from 1.87 to 2.76. These figures use 81 plane waves and 27 $\mathbf G$ vectors and overstate the body about twofold: with 257 of each, the values are 1.393 and 1.482 at $\omega=0$, and 1.86 and 2.23 at 0.5 eV below the direct gap. In both cases the body shifts the response towards the edge. Yet the largest eigenvalue of $\chi^0K$ at this energy is 0.25, where binding needs 1.

This eigenvalue does not measure the margin directly. With 27 $\mathbf G$ vectors, multiplying the ALDA kernel by 1.66 would produce a state bound by 0.5 eV; with 257 the factor is about 2.8. The factor is not $1/0.25\approx4$ because only $f$ is enlarged, while the repulsive $\bar v$ in $K$ keeps its size, and the mode that reaches the threshold first need not be the one with eigenvalue 0.25. The criterion does not say whether the resulting state would be optically bright. I also make no claim about binding by much less than 0.5 eV, since a discrete $\mathbf k$ mesh does not resolve it.

\section*{What a diverging head does}

\textbf{Q.} Suppose I add the head $-\alpha/q^2$. Do I then get my exciton?

\textbf{A.} You get one if $\alpha$ is large enough. Let $x$ be the solution of \eqref{scaled} with a regular kernel, and define $A(\omega)=-x_{00}$, so that the corresponding dielectric function is $\epsilon_b=1+4\pi A$. The extra head contributes $-\alpha$ in the single element $00$. The new solution $y$ obeys
\begin{equation}
y_{00}=x_{00}-\alpha x_{00}y_{00}
\quad\Rightarrow\quad
y_{00}=\frac{x_{00}}{1+\alpha x_{00}}=-\frac{A}{1-\alpha A}.
\end{equation}
Therefore
\begin{equation}
\epsilon_M=1+\frac{4\pi A(\omega)}{1-\alpha A(\omega)} .
\label{lrc}
\end{equation}
For a finite head $f_{00}$, replace $\alpha$ by $-q^2f_{00}$. A negative $f_{00}$ then raises the static $\epsilon_M$ slightly, which is the sign used above. For an attractive head more singular than $1/q^2$, the effective $\alpha$ grows without limit. Formally \eqref{lrc} then tends to 1 whatever the strength of the head, but $\alpha$ has passed the upper limit derived below, so such a head does not describe an ordinary insulator.

A new pole appears where
\begin{equation}
\alpha A(\omega)=1 .
\label{pole}
\end{equation}

\textbf{Q.} How many solutions does this have? I would like a Rydberg series.

\textbf{A.} For that we need the shape of $A(\omega)$. Write \eqref{chi0} as $\chi^0=R(\omega^2-E^2)^{-1}R^\dagger$, with $R_{\mathbf Gt}=\sqrt{4E_t/(VN_k)}\,\rho_t(\mathbf G)$ and $E$ the diagonal matrix of transition energies. Let
\begin{equation}
C=E^2+R^\dagger KR,\qquad N=(\omega^2-C)^{-1}.
\end{equation}
From $(\omega^2-E^2-R^\dagger KR)N=1$ it follows that
\begin{equation}
N=(\omega^2-E^2)^{-1}+(\omega^2-E^2)^{-1}R^\dagger KR\,N .
\end{equation}
Multiplying by $R$ on the left and $R^\dagger$ on the right reproduces \eqref{dyson}, so $\bar X=RNR^\dagger$. With the eigenvalues $\Omega_s^2$ of $C$ and the corresponding amplitudes $R_{0s}$,
\begin{equation}
A(\omega)=\frac{1}{q^2}\sum_s\frac{|R_{0s}|^2}{\Omega_s^2-\omega^2}.
\end{equation}
If all $\Omega_s^2$ are positive, $A$ rises with $\omega$ up to its first pole. If the regular kernel has no bright bound state of its own, \eqref{pole} has at most one solution below the gap. For a given direction of $\mathbf q$, this static head yields one bound exciton or none, and no series.

\textbf{Q.} When is it none?

\textbf{A.} Near an isolated parabolic gap minimum in three dimensions, $E_t-E_g\propto k^2$. The contribution of this region to the head of $\chi^0$ at $\omega=E_g$ contains
\begin{equation}
\int\frac{k^2\,dk}{E_t^2-E_g^2}\propto\int\frac{k^2\,dk}{k^2},
\end{equation}
which is finite. So $A(E_g)$ is finite unless the regular kernel is itself at the threshold of binding, and an $\alpha$ below $1/A(E_g)$ gives no bound state. There is also an upper limit. When $\alpha A(0)$ reaches 1, the pole arrives at zero frequency and the static $\epsilon_M$ diverges. Beyond this value \eqref{lrc} gives $\epsilon_M(0)<1$, so the model no longer describes an ordinary insulator. If $\epsilon_M(0)$ is to stay finite and above 1, a state below a chosen energy $\omega_e$ requires
\begin{equation}
\frac{1}{A(\omega_e)}<\alpha<\frac{1}{A(0)} .
\label{window}
\end{equation}

\textbf{Q.} What is this window in your crystal?

\textbf{A.} Use the RPA values for $\epsilon_b$. With $\omega_e$ at 0.5 eV below the direct gap,
\begin{equation}
\frac{4\pi}{1.8664-1}=14.5,\qquad
\frac{4\pi}{1.3952-1}=31.8 .
\end{equation}
The midpoint, $\alpha=23.15$ in atomic units or 333 eV\,\AA, places the exciton at 4.74 eV, bound by 2.2 eV relative to the direct gap. On a smaller set of $\mathbf k$ points and bands, condition \eqref{pole} gives 4.827 eV. Full diagonalization of $C$ with the singular head included gives the same energy, and it finds one state below the direct gap. At half the lower limit, $\alpha=7.25$, the same diagonalization finds no state below 6.43 eV, although the kernel still diverges as $1/q^2$.

\textbf{Q.} Does the binding have a price elsewhere in the spectrum?

\textbf{A.} It does, because one static number $\alpha$ acts at all frequencies. At $\omega=0$ we have $A(0)=0.3952/(4\pi)=0.03145$, and \eqref{lrc} gives
\begin{equation}
\epsilon_M(0)=1+\frac{0.3952}{1-23.15\times0.03145}\approx2.45 ,
\end{equation}
compared with 1.40 before. Even at the lower limit $\alpha=14.5$ the result is $1+0.3952/(1-0.456)\approx1.73$. In this model a static head strong enough to bind by 0.5 eV also raises the static dielectric constant considerably.

\textbf{Q.} Where would a $1/q^2$ head come from? It looks like something put in by hand.

\textbf{A.} It follows from asking a density kernel to imitate an attraction between the electron and the hole. Such an attraction acts between transitions. In general it changes both $C$ and the transition amplitudes. To first order the two changes can be collected in one matrix $w(\omega)$, which need not vanish as $q\to0$. Keeping only the head,
\begin{equation}
\delta\bar X_{00}=-\sum_{tt'}\frac{R_{0t}\,w_{tt'}R_{0t'}^*}
{(\omega^2-E_t^2)(\omega^2-E_{t'}^2)}\propto q^2 ,
\end{equation}
because each $R_{0t}$ is of order $q$. A kernel head $f_{00}$ produces $\delta\bar X_{00}=(\chi^0_{00})^2f_{00}$ at the same order. Equating the two gives
\begin{equation}
f_{00}=\frac{\delta\bar X_{00}}{(\chi^0_{00})^2}\propto\frac{q^2}{q^4}=\frac{1}{q^2},
\end{equation}
with a negative sign when the double sum is positive. The density carries a factor $q$ for each transition amplitude, and the kernel has to compensate for it. The coefficient obtained in this way depends on $\omega$, so a constant $\alpha$ is a further approximation.

\textbf{Q.} How far can I trust the figures themselves?

\textbf{A.} A denser $\mathbf k$ mesh changes the RPA value of $\epsilon_M-1$ by less than 0.1\% at $\omega=0$ and by 0.7\% at 6.43 eV. The basis matters more. The figures quoted use 81 plane waves and 27 $\mathbf G$ vectors in the response. With 257 plane waves the direct gap stays at 6.93 eV, the fundamental gap moves to 6.15 eV and the ALDA head to $-311.8$ eV\,\AA$^3$. Enlarging the response set as well moves the RPA values to 1.393 and 1.859, the window to $14.6<\alpha<32.0$, and the exciton at $\alpha=23.15$ to about 4.79 eV. The ALDA figures move most: the static effect of the body falls from 0.18 to 0.09, that of head and wings at the larger $q$ shrinks from $-1.35\times10^{-3}$ to about $-0.8\times10^{-3}$, the enlargement factor rises from 1.66 to 2.8, and the largest eigenvalue varies between about 0.1 and 0.3, always well below 1. The figures for 27 $\mathbf G$ vectors are therefore properties of that finite calculation, not converged values for the model crystal; the absence of a state bound by 0.5 eV does not depend on the choice. The powers of $q$ do not depend on these choices; the numerical output lists them at three wavevectors.

\textbf{Q.} Then let me restate my belief. ALDA is attractive, but its head and wings do not reach the optical limit. Its body does, and I must check its strength before I say whether it binds.

\textbf{A.} Yes. And for a kernel with a $-\alpha/q^2$ head, check \eqref{window} before you expect an exciton.

\section*{Computed results}
\begin{verbatim}
lattice constant: 4.00 angstrom
well depth: 30.0 eV
well width (Gaussian sigma): 1.00 angstrom
plane waves: 81, response G vectors: 27
k points, main mesh: 216
fundamental gap: 6.084 eV
smallest direct gap: 6.926 eV
its k point (units 2pi/a): 0.5000 0.0000 0.0000
density min, max: 0.00011, 0.55805 angstrom^-3
ALDA kernel head: -310.66 eV angstrom^3
static response at three q:
 q = 0.06283 angstrom^-1
  chi0 head: -1.2562e-05 eV^-1 angstrom^-3
  chi0 wing (100): -1.5890e-04 eV^-1 angstrom^-3
  ALDA head times chi0 head: 3.9026e-03
  eps_M change, ALDA head and wings: -1.3457e-03
  eps_M change, ALDA body: 1.8168e-01
  eps_M change, test head -1/q (a.u.): 4.1155e-04
  eps_M change, test wings 1/q (a.u.): -1.7677e-02
 q = 0.03142 angstrom^-1
  chi0 head: -3.1456e-06 eV^-1 angstrom^-3
  chi0 wing (100): -7.9196e-05 eV^-1 angstrom^-3
  ALDA head times chi0 head: 9.7722e-04
  eps_M change, ALDA head and wings: -3.3717e-04
  eps_M change, ALDA body: 1.8111e-01
  eps_M change, test head -1/q (a.u.): 2.0650e-04
  eps_M change, test wings 1/q (a.u.): -1.7749e-02
 q = 0.01571 angstrom^-1
  chi0 head: -7.8672e-07 eV^-1 angstrom^-3
  chi0 wing (100): -3.9517e-05 eV^-1 angstrom^-3
  ALDA head times chi0 head: 2.4440e-04
  eps_M change, ALDA head and wings: -8.4339e-05
  eps_M change, ALDA body: 1.8096e-01
  eps_M change, test head -1/q (a.u.): 1.0333e-04
  eps_M change, test wings 1/q (a.u.): -1.7767e-02
static eps_M, RPA with local fields: 1.3952
static eps_M, ALDA: 1.5761
test energy, 0.5 eV below direct gap: 6.426 eV
eps_M at test energy, RPA: 1.8664
eps_M at test energy, ALDA: 2.7567
denser mesh, RPA eps_M static: 1.3953
denser mesh, RPA eps_M at test energy: 1.8726
alpha needed to bind by 0.5 eV: 14.504 a.u.
alpha at static instability: 31.799 a.u.
alpha used (midpoint): 23.152 a.u.
alpha used: 333.4 eV angstrom
static eps_M with -alpha/q^2: 2.4532
bound exciton energy, main mesh: 4.742 eV
binding energy, main mesh: 2.185 eV
small set, pole from alpha A = 1: 4.82654 eV
small set, pole from diagonalization: 4.82654 eV
small set, states below direct gap: 1
small set, lowest state at half needed alpha: 7.345 eV
ALDA largest eigenvalue at test energy (binds at 1): 0.2520
ALDA enlargement needed to bind by 0.5 eV: 1.66
\end{verbatim}
